# Irreversible Photobleaching of an Absorbing Layer with Transparent Products

## 1. Definitions and conventions

A layer fills \(x\ge 0\) and initially contains absorbers at uniform number density \(N\). From \(t=0\), monochromatic, collimated light enters at normal incidence through \(x=0\).

- \(n(x,t)\) is the density of absorbers still intact.
- \(I(x,t)\) is the photon flux, in photons per area and time. An irradiance must first be divided by the photon energy.
- \(I_0\) is the flux just inside the surface, constant until section 6.
- \(\sigma\) is the absorption cross-section for natural-exponential attenuation: a uniform density \(N\) attenuates as \(e^{-\sigma Nx}\).
- \(q\) is the quantum yield, the number of absorbers destroyed per photon absorbed.

Two dimensionless variables carry the depth and the exposure:
\[
X=\sigma N x,\qquad \tau=q\sigma I_0t .
\]

The model assumes that absorption is linear in the flux, that \(\sigma\) and \(q\) are the same for all absorbers and constant in time, and that neither the matrix nor the products absorb. There is no scattering, reflected wave, diffusion, recovery or dark reaction. The transit time of light through the layer is neglected.

These conditions can describe chromophores in a transparent matrix if the molecules reorient quickly compared with bleaching. In a rigid matrix, molecules with fixed orientations absorb at different rates, and a single \(\sigma\) fails at long exposure. For randomly oriented fixed dipoles in linearly polarized light, with \(\mu\) the cosine of the angle to the field, the surviving fraction at the surface is \(\int_0^1e^{-3\tau\mu^2}d\mu\). It falls only as \(\tau^{-1/2}\) and equals 0.295 at \(\tau=3\), where a single \(\sigma\) gives 0.050. The conditions do not describe damage in which the matrix itself absorbs. The model counts absorbers; it does not predict other changes in the layer's properties.

The numerical example uses round model parameters: \(N=10^{21}\ \mathrm{cm^{-3}}\), \(\sigma=10^{-16}\ \mathrm{cm^2}\), \(q=0.01\), \(I_0=10^{16}\ \mathrm{cm^{-2}\,s^{-1}}\), wavelength 200 nm and film thickness \(L=300\) nm. They do not stand for a particular material: this density is 1.7 mol/L, with absorbers about 1 nm apart, and at 200 nm most organic matrices and photoproducts themselves absorb. The wavelength enters only the conversion to energy dose. Then
\[
\frac1{\sigma N}=100\ \mathrm{nm},\qquad \sigma NL=3,\qquad
q\sigma I_0=0.01\times10^{-16}\times10^{16}\ \mathrm{s^{-1}}=0.01\ \mathrm{s^{-1}} .
\]

## 2. The simplest case: a thin layer

An absorber in flux \(I\) absorbs \(\sigma I\) photons per unit time, and a fraction \(q\) of these events destroys it. Hence
\[
\frac{\partial n}{\partial t}=-q\sigma nI. \tag{1}
\]
If the layer is so thin that \(X\ll1\) throughout, the flux is \(I_0\) everywhere, and
\[
n=Ne^{-q\sigma I_0t}=Ne^{-\tau}.
\]
This also holds at the surface of a thick layer, where the flux is \(I_0\) by definition. In the example the surface fraction is \(e^{-1}=0.368\) at 100 s and \(e^{-3}=0.050\) at 300 s.

## 3. A thick layer with frozen light

Across a slice \(dx\), the absorbers remove \(\sigma nI\,dx\) photons per area and time, so
\[
\frac{\partial I}{\partial x}=-\sigma nI. \tag{2}
\]
At \(t=0\), \(n=N\) and \(I=I_0e^{-X}\). A first estimate keeps this initial flux at all times. Equation (1) then gives
\[
n_{\rm frozen}=N\exp\!\left(-\tau e^{-X}\right). \tag{3}
\]
It reduces to the thin-layer result at \(X=0\). At greater depth it omits the clearing of the material above: as absorbers disappear there, more light gets through. The estimate therefore leaves too many absorbers at every \(x>0\) once exposure has begun. Sections 4 and 8 show how large the error is and in what different situation (3) becomes correct.

## 4. Light and absorbers coupled

Equations (1) and (2) must be solved together, with \(n(x,0)=N\) and \(I(0,t)=I_0\). Define the current optical depth
\[
S(x,t)=\sigma\int_0^x n(x',t)\,dx' .
\]
Since \(\partial S/\partial x=\sigma n\), equation (2) integrates to
\[
I=I_0e^{-S}. \tag{4}
\]
Now differentiate \(S\) with respect to time, insert (1), and use (2) to replace \(\sigma nI\) by \(-\partial I/\partial x'\):
\[
\begin{aligned}
\frac{\partial S}{\partial t}
&=\sigma\int_0^x\frac{\partial n}{\partial t}\,dx'
=-q\sigma\int_0^x\sigma nI\,dx'\\
&=q\sigma\int_0^x\frac{\partial I}{\partial x'}\,dx'
=q\sigma\,[I(x,t)-I_0].
\end{aligned}
\]
With (4),
\[
\frac{\partial S}{\partial t}=-q\sigma I_0\left(1-e^{-S}\right). \tag{5}
\]
The integral over depth has disappeared, leaving an ordinary differential equation in time at each depth. The right side is negative for \(S>0\), so the optical depth falls and the local flux rises. This proves the direction of the error in (3).

Multiply (5) by \(e^S\):
\[
\frac{\partial}{\partial t}\left(e^S-1\right)
=e^S\frac{\partial S}{\partial t}
=-q\sigma I_0\left(e^S-1\right).
\]
The quantity \(e^S-1\) decays exponentially from its initial value \(e^X-1\), because \(S(x,0)=X\). Thus
\[
e^S=1+(e^X-1)e^{-\tau}. \tag{6}
\]
Inserting this in (4) and multiplying numerator and denominator by \(e^\tau\) gives
\[
\boxed{\frac{I}{I_0}=\frac{e^\tau}{e^X+e^\tau-1}}. \tag{7}
\]
For the density, take the logarithm of (6), differentiate with respect to \(x\), and remember that \(\partial X/\partial x=\sigma N\):
\[
n=\frac1\sigma\frac{\partial S}{\partial x}
=N\,\frac{e^Xe^{-\tau}}{1+(e^X-1)e^{-\tau}} .
\]
Multiplying numerator and denominator by \(e^\tau\) again,
\[
\boxed{\frac nN=\frac{e^{\sigma Nx}}{e^{\sigma Nx}+e^{q\sigma I_0t}-1}}. \tag{8}
\]

Substitution confirms both laws. With \(D=e^X+e^\tau-1\), we have \(\ln(I/I_0)=\tau-\ln D\) and \(\ln(n/N)=X-\ln D\), so
\[
\frac{\partial\ln I}{\partial x}=-\sigma N\frac{e^X}{D}=-\sigma n,
\qquad
\frac{\partial\ln n}{\partial t}=-q\sigma I_0\frac{e^\tau}{D}=-q\sigma I .
\]

**Limits.** At \(X=0\), (8) returns \(e^{-\tau}\); at \(\tau=0\), it returns 1. For short exposure, write it as \([1+(e^\tau-1)e^{-X}]^{-1}\) and expand to second order in \(\tau\):
\[
\frac nN=1-\tau e^{-X}-\frac{\tau^2}{2}e^{-X}+\tau^2e^{-2X}+O(\tau^3).
\]
The frozen-light estimate expands as \(1-\tau e^{-X}+\tfrac12\tau^2e^{-2X}+O(\tau^3)\). The difference is
\[
\frac{n-n_{\rm frozen}}N=-\frac{\tau^2}{2}e^{-X}(1-e^{-X})+O(\tau^3).
\]
The two agree at first order, before clearing can act back on the light, and differ at second order with the expected sign.

Far below the surface, where \((e^\tau-1)e^{-X}\ll1\), the removed fraction is \((e^\tau-1)e^{-X}\), against \(\tau e^{-X}\) for frozen light. Clearing thus multiplies the small deep damage by \((e^\tau-1)/\tau\).

**Numbers.** Equations (7) and (8) give the following profiles, each entry being \(n/N\) followed by \(I/I_0\).

| Time | 0 nm | 150 nm | 300 nm |
|---|---|---|---|
| 100 s | 0.368; 1 | 0.723; 0.438 | 0.921; 0.125 |
| 300 s | 0.050; 1 | 0.190; 0.852 | 0.513; 0.513 |
| 600 s | 0.0025; 1 | 0.011; 0.991 | 0.048; 0.955 |

At the back face after 300 s, \(X=\tau=3\), so the two fractions coincide:
\[
\frac nN=\frac II_0=\frac{e^3}{2e^3-1}=0.513 .
\]
Frozen light would leave 0.861. The removed fraction is therefore 0.487 rather than 0.139, larger by a factor of about 3.5.

A direct numerical integration of (1) and (2), made without the closed solution, tests these formulas at several times across the film. The largest absolute deviations are \(1.2\times10^{-7}\) in \(n/N\) and \(3.7\times10^{-7}\) in \(I/I_0\).

## 5. A deep layer: the bleaching front

For \(\tau>0\), divide numerator and denominator of (8) by \(e^X\):
\[
\frac nN=\frac1{1+(e^\tau-1)e^{-X}}
=\frac1{1+e^{-(X-X_h)}},\qquad X_h=\ln(e^\tau-1). \tag{9}
\]
This is a logistic curve in depth. Its shape is fixed, and exposure changes only its position. The plane \(X=X_h\), where half the absorbers remain, lies inside the layer when \(e^\tau-1>1\), that is, \(\tau>\ln2\). In the example it enters at \(0.693/0.01\ \mathrm{s^{-1}}=69.3\) s.

With \(x_h=X_h/(\sigma N)\), the speed of this plane is
\[
\frac{dx_h}{dt}
=\frac1{\sigma N}\,\frac{q\sigma I_0e^\tau}{e^\tau-1}
=\frac{qI_0}{N}\,\frac1{1-e^{-\tau}} .
\]
It approaches \(qI_0/N\) from above. The limit is a photon count: clearing a thickness \(dx\) requires \(N\,dx/q\) absorbed photons per area, and \(I_0\) arrive per unit time. The cross-section cancels from the late speed but sets the width. Solving (9) for the depth at which \(n/N=f\) gives \(X-X_h=\ln[f/(1-f)]\), so, once the 10 % level has entered the layer at \(\tau=\ln10\), the distance between the 10 % and 90 % levels is
\[
\Delta x=\frac{\ln9-(-\ln9)}{\sigma N}=\frac{2\ln9}{\sigma N}.
\]

Here the late speed is \(0.01\times10^{16}/10^{21}\ \mathrm{cm\,s^{-1}}\), or 1 nm/s, and the width is 439 nm. The 300 nm film is thinner than the front, so it never contains both levels at once: its back half bleaches gradually rather than being crossed by a sharp boundary.

Numerical integration for a 1500 nm layer of the same material tests the travelling front. The half-density plane is at 699.9 nm after 700 s and at 800.0 nm after 800 s. The mean speed is 1.0006 nm/s, and the width at 800 s agrees with the formula to about 0.01 nm.

## 6. A lamp that varies in time

Let the incident flux be \(I_0(t)\), and define the incident fluence
\[
F(t)=\int_0^tI_0(t')\,dt' .
\]
The derivation of (5) holds at each instant. Dividing it by \(dF/dt=I_0(t)\) while the lamp is on gives
\[
\frac{\partial S}{\partial F}=-q\sigma(1-e^{-S}).
\]
This is the earlier equation with \(F\) in place of \(I_0t\). While the lamp is off, nothing changes, because dark reactions are excluded. Equation (8) therefore remains valid with \(\tau=q\sigma F\), and (7) gives the ratio of local to instantaneous incident flux whenever the lamp is on. For a constant lamp, \(F=I_0t\), as required.

As a test, let the flux be \(10^{16}[1+0.8\sin(2\pi t/100\ \mathrm{s})]\ \mathrm{cm^{-2}\,s^{-1}}\) for 330 s. Its fluence is \(3.467\times10^{18}\ \mathrm{cm^{-2}}\), whereas the steady lamp would deliver \(3.30\times10^{18}\ \mathrm{cm^{-2}}\). The integrated density profile agrees with (8) at the actual fluence to within \(9\times10^{-8}\) in \(n/N\).

## 7. The finite film: transmission and dose

No wave returns from the back face in this model, so a film of thickness \(L\) behaves like the first part of a deeper layer. Let \(X_L=\sigma NL\). Its internal transmission \(T=I(L,t)/I_0\) follows from (4) and (6):
\[
\frac1T-1=(e^{X_L}-1)e^{-\tau},\qquad
\ln\!\left(\frac1T-1\right)=\ln(e^{X_L}-1)-q\sigma I_0t. \tag{10}
\]
For a constant lamp, a plot of \(\ln(1/T-1)\) against time is a straight line of slope \(-q\sigma I_0\). In the example \(T\) starts at \(e^{-3}=0.050\), and numerical integration gives a slope of \(-0.0100\ \mathrm{s^{-1}}\) both between 0 and 100 s and between 300 and 400 s.

The mean remaining fraction is
\[
m=\frac1{NL}\int_0^Ln\,dx=\frac{S(L,t)}{X_L}.
\]
Put \(S=mX_L\) into (6), subtract 1, and solve for \(\tau\):
\[
e^{mX_L}-1=(e^{X_L}-1)e^{-\tau}
\quad\Longrightarrow\quad
\tau_m=\ln\frac{e^{X_L}-1}{e^{mX_L}-1}. \tag{11}
\]

**Two limits.** For \(X_L\to0\), the ratio tends to \(1/m\), so \(\tau_m=\ln(1/m)\), the thin-layer law. If both \(X_L\) and \(mX_L\) are large, the ones are negligible and \(\tau_m\simeq(1-m)X_L\). Writing this out gives \(qI_0t\simeq(1-m)NL\): nearly every incident photon is absorbed, and the photon supply sets the time.

For 90 % mean bleaching, \(m=0.1\) and
\[
\tau_m=\ln\frac{e^3-1}{e^{0.3}-1}
=\ln\frac{19.086}{0.34986}=3.999,
\qquad t=\frac{3.999}{0.01\ \mathrm{s^{-1}}}=399.9\ \mathrm{s}.
\]
The thin-layer law would give 230 s, and complete absorption of the light would give 270 s. The film needs longer than either: its deeper part is shaded at first, and much of the later light passes through unused.

The photon energy at 200 nm is \(9.932\times10^{-19}\) J, so the irradiance is \(9.932\ \mathrm{mW\,cm^{-2}}\). Over 399.9 s the incident energy dose is \(3.97\ \mathrm{J\,cm^{-2}}\).

**Photon budget.** Integrating (1) through the film and using (2),
\[
-\frac{d}{dt}\int_0^Ln\,dx
=q\int_0^L\sigma nI\,dx=q\,[I_0-I(L,t)] .
\]
The number of absorbers removed per area is thus \(q\) times the number of photons absorbed per area. By 300 s these numbers are \(2.332\times10^{16}\) and \(2.332\times10^{18}\ \mathrm{cm^{-2}}\); their ratio is 0.01. The first comes from the integrated density profile and the second from the closed transmission formula, so their agreement is a test of the budget.

## 8. Products that still absorb

Let each product absorb with cross-section \(r\sigma\), where \(0\le r\le1\), without further reaction. Equation (1) is unchanged, but (2) becomes
\[
\frac{\partial I}{\partial x}=-\sigma\,[n+r(N-n)]\,I .
\]
Define the local dose \(u(x,t)=q\sigma\int_0^tI(x,t')\,dt'\). Equation (1) then gives \(n=Ne^{-u}\). Multiply the attenuation law by \(q\sigma\) and integrate over time at fixed depth. Since \(q\sigma I\,dt=du\),
\[
\begin{aligned}
\frac{\partial u}{\partial X}
&=-\int_0^u\left[e^{-v}+r(1-e^{-v})\right]dv\\
&=-\left[(1-r)(1-e^{-u})+ru\right],\qquad u(0,t)=\tau. \tag{12}
\end{aligned}
\]

**Transparent limit.** For \(r=0\), multiplication by \(e^u\) gives \(\partial(e^u-1)/\partial X=-(e^u-1)\). Hence \(e^u-1=(e^\tau-1)e^{-X}\), and \(n=Ne^{-u}\) reproduces (9). This is a second derivation of the main result, integrating in depth instead of time.

**Equal absorption.** For \(r=1\), \(u=\tau e^{-X}\), which gives (3). Frozen light is the correct solution when bleaching leaves the total absorption unchanged.

For intermediate \(r\), write the bracket in (12) as \((1-e^{-u})+r(u-1+e^{-u})\). The second term is positive for \(r>0\) and \(u>0\), so the dose falls faster with depth than for transparent products. More absorbers survive at every \(x>0\). At the back face after 300 s, the surviving fraction is 0.513 for \(r=0\), 0.649 for \(r=0.2\), and 0.861 for \(r=1\).

The transmission reveals the difference too. Let \(S\) now include the products, so that \(T=e^{-S(L,t)}\), and let \(\phi\) be the fraction of absorbed photons taken by intact absorbers. Each conversion lowers the absorption cross-section by \((1-r)\sigma\), so
\[
\frac{\partial S(L,t)}{\partial t}=-(1-r)q\sigma I_0(1-T)\phi .
\]
Because \(1/T-1=e^S-1\),
\[
\frac{d}{dt}\ln\!\left(\frac1T-1\right)
=\frac{e^S}{e^S-1}\frac{\partial S}{\partial t}
=\frac1{1-T}\frac{\partial S}{\partial t}
=-(1-r)\phi\,q\sigma I_0 .
\]
For \(r=0\), \(\phi=1\) and (10) returns. For \(r=0.2\), the slope starts at \(-0.008\ \mathrm{s^{-1}}\) and weakens as products take a larger share of the light. Its computed average is \(-0.00755\ \mathrm{s^{-1}}\) over the first 100 s and \(-0.0042\ \mathrm{s^{-1}}\) between 300 and 400 s. If \(T\) is the internal transmission and the lamp is constant, curvature in this plot therefore shows that some assumption behind (8) has failed. It does not by itself identify which one, and a straight plot does not prove (8), as the case of diffusion in section 9 shows. An uncorrected reflection loss in a measured transmission also bends the plot.

## 9. Using the result on a real film

Equation (10) requires the internal transmission. A measured transmission also contains reflection losses at the surfaces. Any step in refractive index at the back face, not only a mirror-like substrate, returns a wave that interferes with the incoming one, so the local absorption rate can rise and fall with depth. For a film of index 1.6 backed by air the amplitude reflection is \(0.6/2.6=0.23\), which raises the intensity at the back face by a factor of about \(1.23^2\approx1.5\). Equation (2) then no longer describes the light, and (8) cannot be repaired by adjusting \(I_0\) alone. A matrix that absorbs appreciably over the film thickness likewise requires an added term in (2). If absorbers diffuse or recover during exposure, equation (1) changes, and neither the profile (8) nor its fluence rule from section 6 is assured. Diffusion alone, with no loss through the faces, leaves \(\int_0^Ln\,dx\) unchanged, so (5) still holds at \(x=L\): equations (10) and (11) remain valid although the profile departs from (8).

The numerical output below lists the values and deviations for the example.

## Numbers as computed

```
initial absorber density N = 1.0e+21 cm^-3
cross-section sigma = 1.0e-16 cm^2
quantum yield q = 0.01
incident photon flux I0 = 1.0e+16 cm^-2 s^-1
wavelength = 200 nm
photon energy = 9.9322e-19 J
irradiance = 9.932 mW cm^-2
film thickness = 300 nm
initial penetration depth 1/(sigma N) = 100.0 nm
initial optical depth of film = 3.000
surface bleaching rate q sigma I0 = 0.0100 s^-1
t = 100 s, x = 0 nm: n/N = 0.3679, I/I0 = 1.0000
t = 100 s, x = 150 nm: n/N = 0.7229, I/I0 = 0.4384
t = 100 s, x = 300 nm: n/N = 0.9212, I/I0 = 0.1247
t = 300 s, x = 0 nm: n/N = 0.0498, I/I0 = 1.0000
t = 300 s, x = 150 nm: n/N = 0.1902, I/I0 = 0.8523
t = 300 s, x = 300 nm: n/N = 0.5128, I/I0 = 0.5128
t = 600 s, x = 0 nm: n/N = 0.0025, I/I0 = 1.0000
t = 600 s, x = 150 nm: n/N = 0.0110, I/I0 = 0.9914
t = 600 s, x = 300 nm: n/N = 0.0475, I/I0 = 0.9548
largest deviation of n/N from integration = 1.2e-07
largest deviation of I/I0 from integration = 3.7e-07
film transmission at t = 0: 0.0498
time to 90 % mean bleaching = 399.9 s
integrated mean n/N at that time = 0.10000
photon fluence at that time = 3.999e+18 cm^-2
energy dose at that time = 3.972 J cm^-2
absorbers removed by 300 s = 2.3321e+16 cm^-2
photons absorbed by 300 s = 2.3321e+18 cm^-2
frozen-light n/N, 300 s, back face = 0.8613
varying lamp: time = 330 s
varying lamp: fluence = 3.4667e+18 cm^-2
varying lamp: largest deviation of n/N = 9.0e-08
slope of ln(1/T-1), 0-100 s = -0.01000 s^-1
slope of ln(1/T-1), 300-400 s = -0.01000 s^-1
absorbing products: cross-section ratio r = 0.2
absorbing products: n/N, 300 s, back face = 0.6491
absorbing products: slope, 0-100 s = -0.00755 s^-1
absorbing products: slope, 300-400 s = -0.00421 s^-1
onset time of half-density plane = 69.3 s
thick layer: thickness = 1500 nm
thick layer: half-density depth, 700 s = 699.91 nm
thick layer: half-density depth, 800 s = 799.97 nm
thick layer: mean front speed = 1.0006 nm s^-1
late front speed q I0/N = 1.0000 nm s^-1
thick layer: 10-90 % front width, 800 s = 439.45 nm
front width 2 ln 9/(sigma N) = 439.44 nm
```
